\section*{Classical magnetoresistance of a bar with one or two carrier groups, part 2}

A long conducting bar carries a steady current along $x$ in a field $\mathbf B=B\hat{\mathbf z}$, and the question is how its resistance depends on $B$. Charge on the side faces sets up a Hall field $E_y$ that makes the total $J_y=0$. In a Corbino disk, with radial current, the condition is $E_y=0$ instead.

SI units are used, $e>0$, $E_i=\sum_j\rho_{ij}J_j$ and $\mathrm{MR}=\rho_{xx}(B)/\rho_{xx}(0)-1$. Group $\alpha$ has charge $s_\alpha e$ with $s_\alpha=\pm1$, density $n_\alpha$, positive mass $m_\alpha$, relaxation time $\tau_\alpha$, mobility $\mu_\alpha=e\tau_\alpha/m_\alpha$, zero-field conductivity $\sigma_\alpha=n_\alpha e\mu_\alpha$, and $b_\alpha=s_\alpha\mu_\alpha B$, of magnitude $\omega_c\tau$ with $\omega_c=eB/m_\alpha$. Electrons and holes have densities $n,p$ and mobilities $\mu_e,\mu_h$. Landau quantization and Zeeman splitting are ignored, and $n_\alpha$ and $\tau_\alpha$ do not depend on $B$.

A balance of forces on the mean velocity gave
\begin{align}
\text{one group:}\quad & \mathrm{MR}=0,\qquad \rho_{yx}=\frac{sB}{ne},\label{eq:one}\\
\text{two groups:}\quad & \mathrm{MR}=\frac{\sigma_1\sigma_2\,(s_1\mu_1-s_2\mu_2)^2B^2}{(\sigma_1+\sigma_2)^2+e^2\mu_1^2\mu_2^2\,(s_1n_1+s_2n_2)^2B^2}.\label{eq:two}
\end{align}
For one group in the disk,
\begin{equation}
\frac{E_x}{J_x}=\frac{1+\mu^2B^2}{\sigma}.\label{eq:corbino}
\end{equation}
For two groups in the bar, with $j=J_{1y}=-J_{2y}$, $\sigma_0=\sigma_1+\sigma_2$, $\Delta=b_1-b_2$, $G=\sigma_2b_1+\sigma_1b_2$ and $K=\sigma_0+\sigma_2b_1^2+\sigma_1b_2^2$,
\begin{equation}
\rho_{xx}=\frac{K}{\sigma_0^2+G^2},\qquad \frac{j}{J_x}=\frac{j}{E_x}\rho_{xx}=-\frac{\sigma_1\sigma_2\Delta}{\sigma_0^2+G^2},\qquad \mathrm{MR}=\frac{\sigma_1\sigma_2\Delta^2}{\sigma_0^2+G^2}.\label{eq:res1}
\end{equation}
\begin{equation}
\rho_{yx}=\frac{\sigma_1b_1+\sigma_2b_2+b_1b_2G}{\sigma_0^2+G^2}.\label{eq:hall1}
\end{equation}
For electrons and holes with $p\ne n$, $\rho_{xx}$ tends at high field to $\rho_\infty$, where $v_x$ is the common drift velocity along the bar:
\begin{equation}
\rho_\infty J_x^2=\frac{(nev_x)^2}{ne\mu_e}+\frac{(pev_x)^2}{pe\mu_h}
\quad\Longrightarrow\quad
\rho_\infty=\frac{n/\mu_e+p/\mu_h}{e\,(p-n)^2}.\label{eq:rinf}
\end{equation}
"The program" below is the one used for the numerical checks of this text.

\section{Second derivation: the Boltzmann equation along orbits}

\subsection{The linearized equation and its solution}

This derivation treats electrons of charge $q=-e$ in a band $\varepsilon(\mathbf k)$, with no mass and no holes put in. The semiclassical equations are
\begin{equation}
\mathbf v=\frac1\hbar\nabla_{\mathbf k}\varepsilon,\qquad \hbar\dot{\mathbf k}=q(\mathbf E+\mathbf v\times\mathbf B),
\end{equation}
where $\mathbf v$ is now the velocity of a single state, and Berry-curvature corrections and transitions between bands are neglected. In a uniform steady state the occupation $f(\mathbf k)$ obeys $\dot{\mathbf k}\cdot\nabla_{\mathbf k}f=-(f-f_0)/\tau$, with $f_0(\varepsilon)$ the Fermi function and $\tau=\tau(\varepsilon)$ allowed to depend on energy.

For an isotropic band this form of the collision term can be justified. Let the scattering be elastic, with a rate $W(\theta)$ per solid angle that depends only on the angle between $\mathbf k$ and $\mathbf k'$. The collision term for $g=f-f_0$ is $-\int d\Omega'\,W(\theta)\,[g(\mathbf k)-g(\mathbf k')]$. If $g=\mathbf c(\varepsilon)\cdot\hat{\mathbf k}$, averaging $\hat{\mathbf k}'$ over the azimuth about $\hat{\mathbf k}$ leaves $\cos\theta\,\hat{\mathbf k}$, and the term equals $-g/\tau$ with $1/\tau=\int d\Omega'\,W(\theta)(1-\cos\theta)$. The solution found below has this angular form, so for such scattering the relaxation-time form is exact. For an anisotropic band it is a model.

Insert $f=f_0+g$. Since $\nabla_{\mathbf k}f_0=\hbar\mathbf v f_0'$ with $f_0'=df_0/d\varepsilon$, and $(\mathbf v\times\mathbf B)\cdot\mathbf v=0$, the term in $f_0$ is $q\mathbf E\cdot\mathbf v f_0'$. The term $\mathbf E\cdot\nabla_{\mathbf k}g$ is of second order in $\mathbf E$ and is dropped. All orders in $B$ are kept:
\begin{equation}
\frac q\hbar(\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf k}g+\frac g\tau=(-f_0')\,q\,\mathbf E\cdot\mathbf v .
\end{equation}
The first term is the rate of change $dg/dt$ along the orbit $\mathbf k(t)$ defined by the magnetic force alone, $\hbar\dot{\mathbf k}=q\mathbf v\times\mathbf B$. On this orbit $\dot\varepsilon=\hbar\mathbf v\cdot\dot{\mathbf k}=0$ and $\dot k_z=0$, so $\tau$ and $f_0'$ are constants. Multiplying by $e^{t/\tau}$ turns the left side into $d(ge^{t/\tau})/dt$; integrating from $-\infty$, where $ge^{t/\tau}$ vanishes, to $0$, and setting $t=-u$,
\begin{equation}
g(\mathbf k)=(-f_0')\,q\,\mathbf E\cdot\boldsymbol\Lambda(\mathbf k),\qquad \boldsymbol\Lambda(\mathbf k)=\int_0^\infty du\,e^{-u/\tau}\,\mathbf v(-u),\label{eq:lambda}
\end{equation}
where $\mathbf v(-u)$ is the velocity that the state now at $\mathbf k$ had a time $u$ earlier. The product $q\mathbf E\cdot\boldsymbol\Lambda$ is the mean energy gained from the field since the last collision. The equilibrium part carries no current, and with a factor 2 for spin
\begin{equation}
\mathbf J=2q\int\frac{d^3k}{(2\pi)^3}\,\mathbf v\,g,\qquad
\sigma_{ij}=2q^2\int\frac{d^3k}{(2\pi)^3}(-f_0')\,v_i\Lambda_j .\label{eq:chambers}
\end{equation}
This is the Chambers formula.

\subsection{An isotropic band}

Let $\varepsilon$ depend on $k=|\mathbf k|$ only and be monotonic, so that each energy belongs to one sphere. Then $\mathbf v$ is parallel or antiparallel to $\mathbf k$, and one may define a signed, energy-dependent mass by
\begin{equation}
\mathbf v=\frac{\hbar\mathbf k}{m(\varepsilon)},\qquad \frac1m=\frac{1}{\hbar^2k}\frac{d\varepsilon}{dk}.
\end{equation}
It is positive for a band that rises from its centre and negative for a band that falls. Its magnitude is $\hbar k/|v|$, the cyclotron mass, which differs from the curvature mass when the band is not parabolic. The orbit equation becomes $\dot{\mathbf k}=(q/m)\,\mathbf k\times\mathbf B$.

Represent a vector in the $xy$ plane by the complex number $\tilde a=a_x+\mathrm i a_y$. The components $(a_yB,-a_xB)$ of $\mathbf a\times\mathbf B$ become $B(a_y-\mathrm ia_x)=-\mathrm iB\tilde a$. So $d\tilde k/dt=-\mathrm i\Omega\tilde k$ with the signed frequency $\Omega=qB/m$, the same for all states on the sphere, and $\tilde v(t)=\tilde v(0)e^{-\mathrm i\Omega t}$. The integral (\ref{eq:lambda}) is elementary:
\begin{equation}
\tilde\Lambda=\tilde v\int_0^\infty du\,e^{-u/\tau}e^{+\mathrm i\Omega u}=\frac{\tilde v\,\tau}{1-\mathrm i\Omega\tau},\qquad \Lambda_z=v_z\tau .
\end{equation}
Both are linear in $\hat{\mathbf k}$, as the collision argument required. The scalar product is $\mathbf E\cdot\boldsymbol\Lambda=\tfrac12(\tilde E\tilde\Lambda^*+\tilde E^*\tilde\Lambda)+E_z\Lambda_z$. Multiply by $\tilde v$ and average over directions. The term with $\tilde E^*$ contains $\tilde v^2\propto e^{2\mathrm i\phi}$ and the term with $E_z$ contains $\tilde v\propto e^{\mathrm i\phi}$, and both vanish on integrating over the azimuth $\phi$. The first term contains $|\tilde v|^2=v^2\sin^2\theta$, whose average over the sphere is $\tfrac23v^2$. Thus $\tilde J=\hat\sigma\tilde E$ with the complex conductivity
\begin{equation}
\hat\sigma=2q^2\int\frac{d^3k}{(2\pi)^3}(-f_0')\,\frac{v^2}{3}\,\frac{\tau}{1+\mathrm i\Omega\tau}.
\end{equation}
The sign in the denominator has turned because $\tilde\Lambda^*$ enters. The $z$ component gives the same expression with $\Omega=0$, since the average of $v_z^2$ is $v^2/3$. Use $d^3k=4\pi k^2dk$ and $dk=d\varepsilon/(\hbar|v|)$. The numerical prefactor is $2\cdot4\pi/[3(2\pi)^3]=1/3\pi^2$, and $k^2v^2/(\hbar|v|)=k^2|v|/\hbar=k^3/|m|$. The number of states per volume inside the sphere, spin included, is $N(\varepsilon)=k^3/3\pi^2$, so
\begin{equation}
\hat\sigma=\int d\varepsilon\,(-f_0')\,\frac{N(\varepsilon)\,e^2\tau/|m|}{1+\mathrm i\,b(\varepsilon)},\qquad b(\varepsilon)=\Omega\tau=\frac{q\tau(\varepsilon)}{m(\varepsilon)}B .\label{eq:shells}
\end{equation}
Every energy shell conducts in parallel with the others, each with its own $b$.

The denominator can be taken out of the integral in two cases. If $k_BT\ll E_F$, measured from the band edge, then $-f_0'$ acts as $\delta(\varepsilon-E_F)$, provided that $m(\varepsilon)$ and $\tau(\varepsilon)$ hardly change within a few $k_BT$ of $E_F$, and in effect only one shell conducts; the density that appears is $N(E_F)$. If instead $\tau/|m|$ does not depend on energy, it leaves the integral at any temperature, and an integration by parts identifies the remainder. For a rising band $\int d\varepsilon(-f_0')N=\int d\varepsilon\,f_0\,dN/d\varepsilon=n$, the electron density, the boundary terms vanishing because $N=0$ at the band bottom and $f_0\to0$ at high energy. For a falling band write $-f_0'=d(1-f_0)/d\varepsilon$; then the integral is $\int d\varepsilon\,(1-f_0)(-dN/d\varepsilon)=p$, the density of empty states, the boundary terms vanishing because $N=0$ at the band top and $1-f_0\to0$ at low energy. In either case
\begin{equation}
\hat\sigma=\frac{\sigma}{1+\mathrm ib},\qquad \sigma=ne\mu,\qquad \mu=\frac{e\tau}{|m|},\qquad b=s\mu B,\qquad s=-\operatorname{sgn}m .\label{eq:sighat}
\end{equation}
Electrons in a rising band have $s=-1$. Electrons in a falling band have $q<0$ and $m<0$, circulate in the opposite sense, and have $s=+1$ with the density of empty states in place of $n$. That is the hole, obtained here as a result.

The inverse relation is $\tilde E=\hat\rho\tilde J$ with $\hat\rho=1/\hat\sigma$. In the bar $\tilde J=J_x$ is real, so $E_x+\mathrm iE_y=\hat\rho J_x$ identifies $\hat\rho=\rho_{xx}+\mathrm i\rho_{yx}$. From (\ref{eq:sighat}),
\begin{equation}
\hat\rho=\frac{1+\mathrm ib}{\sigma}=\frac1\sigma+\mathrm i\,\frac{sB}{ne},
\end{equation}
which is (\ref{eq:one}). In the disk $\tilde E=E_x$ is real instead, and $J_x=\operatorname{Re}\hat\sigma\,E_x=\sigma E_x/(1+b^2)$ reproduces (\ref{eq:corbino}). The conductivity $\sigma_{xx}$ depends strongly on the field while $\rho_{xx}$ does not depend on it at all.

\subsection{Two bands}

If the collisions do not couple the deviations $g$ of two bands, the integral (\ref{eq:chambers}) is a sum over bands in the same field $\mathbf E$. Bringing the two terms to a common denominator,
\begin{equation}
\hat\sigma=\frac{\sigma_1}{1+\mathrm ib_1}+\frac{\sigma_2}{1+\mathrm ib_2}=\frac{\sigma_0+\mathrm iG}{(1+\mathrm ib_1)(1+\mathrm ib_2)},
\end{equation}
with the same $\sigma_0=\sigma_1+\sigma_2$ and $G=\sigma_2b_1+\sigma_1b_2$ as before. Inverting and multiplying above and below by $\sigma_0-\mathrm iG$,
\begin{equation}
\hat\rho=\frac{[\,1-b_1b_2+\mathrm i(b_1+b_2)\,](\sigma_0-\mathrm iG)}{\sigma_0^2+G^2}.
\end{equation}
The real part of the numerator is $\sigma_0(1-b_1b_2)+(b_1+b_2)G$. Since $(b_1+b_2)G=\sigma_2b_1^2+\sigma_1b_2^2+\sigma_0b_1b_2$, the terms $\sigma_0b_1b_2$ cancel and the real part is $\sigma_0+\sigma_2b_1^2+\sigma_1b_2^2=K$. The imaginary part is $\sigma_0(b_1+b_2)-G+b_1b_2G$, and $\sigma_0(b_1+b_2)-G=\sigma_1b_1+\sigma_2b_2$. These are $\rho_{xx}$ of (\ref{eq:res1}) and $\rho_{yx}$ of (\ref{eq:hall1}). For the magnetoresistance,
\begin{align}
\sigma_0K-\sigma_0^2-G^2&=(\sigma_1+\sigma_2)(\sigma_2b_1^2+\sigma_1b_2^2)-(\sigma_2b_1+\sigma_1b_2)^2\nonumber\\
&=\sigma_1\sigma_2(b_1^2+b_2^2-2b_1b_2),
\end{align}
and division by $\sigma_0^2+G^2$ gives (\ref{eq:two}) again.

Saturation can be read from $\hat\sigma$ directly. For $|b_\alpha|\gg1$, $1/(1+\mathrm ib)=-\mathrm i/b+1/b^2+\dots$, so for electrons and holes
\begin{equation}
\hat\sigma\simeq-\mathrm i\,\frac{e(p-n)}{B}+\frac{e\,(n/\mu_e+p/\mu_h)}{B^2}.
\end{equation}
Now $\rho_{xx}=\operatorname{Re}\hat\sigma/|\hat\sigma|^2$. If $p\neq n$ the imaginary part dominates $|\hat\sigma|^2$ at sufficiently high field, numerator and denominator both fall as $B^{-2}$, and the ratio is $\rho_\infty$ of (\ref{eq:rinf}). If $p=n$ the $1/B$ term cancels, the next imaginary term is of order $B^{-3}$, and $\rho_{xx}\simeq1/\operatorname{Re}\hat\sigma\propto B^2$.

\subsection{A spread of $b$ inside one band}

Equation (\ref{eq:shells}) has the form $\hat\sigma=\sigma_0\langle1/(1+\mathrm ib)\rangle_\sigma$, where $\langle\cdot\rangle_\sigma$ is an average weighted by the zero-field conductivity of each shell or group and $\sigma_0$ is the total zero-field conductivity. At low field
\begin{equation}
\hat\sigma=\sigma_0(1-X),\qquad X=\mathrm i\langle b\rangle_\sigma+\langle b^2\rangle_\sigma+O(B^3),
\end{equation}
and $\sigma_0\hat\rho=1+X+X^2+\dots$, in which $X^2=-\langle b\rangle_\sigma^2+O(B^3)$. The real part contains only even powers of $B$, so to leading order
\begin{equation}
\mathrm{MR}=\langle b^2\rangle_\sigma-\langle b\rangle_\sigma^2 .\label{eq:var}
\end{equation}
The low-field magnetoresistance is the variance of the signed mobility times $B^2$. For two groups with weights $\sigma_1/\sigma_0$ and $\sigma_2/\sigma_0$ the variance is $\sigma_1\sigma_2\Delta^2/\sigma_0^2$, the low-field limit of (\ref{eq:res1}). A single isotropic band has no magnetoresistance exactly when this variance is zero.

Take a parabolic band with nondegenerate statistics and $\tau=\tau_0x^{-1/2}$, $x=\varepsilon/k_BT$. Then $(-f_0')N\propto x^{3/2}e^{-x}$. Averages with this weight, written without subscript, are $\langle\tau^l\rangle=\tau_0^l\,\Gamma(\tfrac52-\tfrac l2)/\Gamma(\tfrac52)$. With $\Gamma(\tfrac52)=3\sqrt\pi/4$ and $c=4/(3\sqrt\pi)$ they are $\langle\tau\rangle=c\tau_0$, $\langle\tau^2\rangle=\tfrac23\tau_0^2$ and $\langle\tau^3\rangle=c\tau_0^3$. The conductivity weight carries one more factor of $\tau$, so $\langle b^l\rangle_\sigma=\Omega^l\langle\tau^{l+1}\rangle/\langle\tau\rangle$, and the drift mobility satisfies $\mu B=|\Omega|\langle\tau\rangle$. Hence
\begin{equation}
\frac{\mathrm{MR}}{(\mu B)^2}=\frac{\langle\tau^3\rangle\langle\tau\rangle-\langle\tau^2\rangle^2}{\langle\tau\rangle^4}=\frac1{c^2}-\frac{4}{9c^4}=\frac{9\pi}{16}-\frac{9\pi^2}{64}=\frac{9\pi}{16}\Big(1-\frac\pi4\Big).
\end{equation}
Quadrature of (\ref{eq:shells}) at low field gives $0.3792$, and the program asserts agreement with this expression. The result is the leading term only: the moment $\langle\tau^5\rangle$ that would fix the $B^4$ term diverges logarithmically at small energy. At low field, $\mu B\ll1$, an isotropic parabolic band can thus show a magnetoresistance of order $(\mu B)^2$.

In a degenerate band whose $m$ and $\tau$ vary only on the scale of $E_F$, the spread is narrow and can be treated at any field. Write $b=b_0+\eta$ with $b_0=\langle b\rangle_\sigma$, so that $\langle\eta\rangle_\sigma=0$, and expand in $\eta$:
\begin{align}
\Big\langle\frac1{1+\mathrm ib}\Big\rangle_\sigma&=\frac1{1+\mathrm ib_0}\Big[1-\frac{\langle\eta^2\rangle_\sigma}{(1+\mathrm ib_0)^2}+\dots\Big],\\
\sigma_0\hat\rho&=1+\mathrm ib_0+\frac{\langle\eta^2\rangle_\sigma}{1+\mathrm ib_0}+\dots,\qquad \mathrm{MR}\simeq\frac{\langle\eta^2\rangle_\sigma}{1+b_0^2}.
\end{align}
For a parabolic band with $\tau\propto\varepsilon^r$, $\eta\simeq rb_0(\varepsilon-E_F)/E_F$. To leading order the weight is $-f_0'$ alone; the slowly varying factor shifts the mean energy by an amount of order $(k_BT)^2/E_F$, which changes the variance only at higher order. With $y=(\varepsilon-E_F)/k_BT$ and $e^{-y}/(1+e^{-y})^2=\sum_{l\ge1}(-1)^{l+1}l\,e^{-ly}$ for $y>0$,
\begin{equation}
\langle y^2\rangle=2\sum_{l\ge1}(-1)^{l+1}\,l\,\frac{2}{l^3}=4\cdot\frac{\pi^2}{12}=\frac{\pi^2}{3},
\end{equation}
so that
\begin{equation}
\mathrm{MR}\simeq\frac{\pi^2}{3}\,r^2\Big(\frac{k_BT}{E_F}\Big)^2\frac{(\omega_c\tau)^2}{1+(\omega_c\tau)^2}.
\end{equation}
For $r=-\tfrac12$, $k_BT/E_F=0.005$ and $\omega_c\tau=1$ this is $(\pi^2/3)(1/4)(0.005)^2/2=1.0281\times10^{-5}$, and quadrature of (\ref{eq:shells}) gives $1.0280\times10^{-5}$. In a degenerate isotropic band with such smooth $m$ and $\tau$ the null result holds up to terms of order $(k_BT/E_F)^2$. A relaxation time that changes strongly within $k_BT$ of the Fermi level, as at a narrow scattering resonance, spreads $b$ much more and can give a far larger magnetoresistance.

A warped band spreads $b$ even at zero temperature and constant $\tau$. Consider closed orbits around a fourfold axis along $\mathbf B$. The flow $\dot{\mathbf k}\propto\mathbf v\times\mathbf B$ has zero divergence, because $\mathbf v$ is a gradient, so the states of given $\varepsilon$ and $k_z$ are spread uniformly in orbit time. The velocity is periodic, $\tilde v(t)=\sum_l\tilde v_le^{-\mathrm il\Omega t}$ with $\Omega=\Omega(k_z)$. After a quarter period the velocity has turned by a right angle, which permits only $l=1,-3,5,\dots$ Each harmonic contributes $\tilde v_l\tau/(1-\mathrm il\Omega\tau)$ to $\tilde\Lambda$. The time average of $\tilde v\tilde\Lambda$ needs $l+l'=0$, which no two allowed indices satisfy, and the average of $\tilde v\tilde\Lambda^*$ is $\sum_l|\tilde v_l|^2\tau/(1+\mathrm il\Omega\tau)$. Each harmonic of each slice is thus a parallel group with $b=l\,\Omega(k_z)\tau$, and the variance (\ref{eq:var}) is positive as soon as a second harmonic is present or $\Omega$ varies with $k_z$.

The program integrates the orbits in (\ref{eq:chambers}) numerically for $\varepsilon=\pm[k^2/2+\beta k^4+\gamma(k_x^4+k_y^4+k_z^4)]$ in units $\hbar=\tau=e=1$, with $\beta=0.1$ and the Fermi level $0.6$ from the band edge. For $\gamma=0$ it asserts $\rho_{xx}=|m|/N$ and $\rho_{yx}=sB/N$ for both signs of the band. At $B=2$, where $\omega_c\tau=2.80$, the magnetoresistance of this nonparabolic band comes out as $2\times10^{-11}$ in magnitude, which is zero within the accuracy of the integration. With $\gamma=0.3$ at the same $B$ it is $0.0135$, a value asserted to be positive and stable under refinement of the angular grid. The warping term does supply the $l=-3$ harmonic, since its velocity is proportional to $k_x^3+\mathrm ik_y^3=\tfrac14k_\perp^3(3e^{\mathrm i\phi}+e^{-3\mathrm i\phi})$; how the value divides between this harmonic and the variation of $\Omega$ with $k_z$ was not computed.

The Boltzmann equation has reproduced the one-group and two-group results, obtained the hole as a result, and shown that the low-field magnetoresistance is $B^2$ times the variance of the signed mobility, which can be nonzero even within one band. What remains is to compare the assumptions of the two derivations and to work through a numerical example.
